\section*{The thermal conductance quantum of one perfectly transmitted phonon branch, part 2}

We seek the thermal conductance of one vibrational branch of a harmonic conductor, whose waves keep their angular frequency $\omega$ and exchange no energy. Reflectionless contacts join it to reservoirs at temperatures $T_L$ (left) and $T_R$ (right). Heat flow from left to right is positive, and $h=2\pi\hbar$. A reservoir at temperature $T$ fills the waves it sends out with the Bose occupation $n(\omega,T)=1/(e^{\hbar\omega/k_BT}-1)$. If a fraction $\mathcal T(\omega)$ of the power is transmitted, the current is given by the Landauer formula
\begin{equation}
J=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,
\bigl[n(\omega,T_L)-n(\omega,T_R)\bigr].
\label{eq:landauer}
\end{equation}
The conductance $G$ is the current per kelvin for a small temperature difference:
\begin{equation}
G(T)=\int_0^\infty\frac{d\omega}{2\pi}\,\mathcal T(\omega)\,\hbar\omega\,\frac{\partial n}{\partial T}.
\label{eq:G}
\end{equation}
For $\mathcal T=1$ from zero frequency upward,
\begin{equation}
G=G_0(T)=\frac{\pi^2k_B^2T}{3h},\qquad
J=\frac{\pi^2k_B^2}{6h}(T_L^2-T_R^2).
\end{equation}

With $x=\hbar\omega/k_BT$ and $\mathcal T=1$, $G$ is $k_B^2T/h$ times the integral of the thermal weight $x^2e^x/(e^x-1)^2$, which is $\pi^2/3$ over all $x>0$. With $n$ now a counting index,
\begin{equation}
\frac{e^x}{(e^x-1)^2}=\sum_{n=1}^\infty n\,e^{-nx},
\end{equation}
and the share of the integral above $x=X$ is
\begin{equation}
R(X)=\frac3{\pi^2}\sum_{n=1}^\infty e^{-nX}\left(X^2+\frac{2X}{n}+\frac2{n^2}\right).
\label{eq:R}
\end{equation}

The closing numerical output includes ring sums: a length of conductor is closed into a ring, and the right-movers' current per kelvin is added mode by mode for a linear branch, a quadratic branch and the chain below.

The model chain has atoms of mass $m$, spacing $a$, spring constant $K$ and displacements $u_j$. For wave number $q$,
\begin{equation}
m\ddot u_j=K(u_{j+1}+u_{j-1}-2u_j),
\end{equation}
\begin{equation}
m\omega^2=2K(1-\cos qa)=4K\sin^2\frac{qa}{2}.
\label{eq:disp}
\end{equation}
Its highest frequency is $\omega_{\max}=2\sqrt{K/m}$, so
\begin{equation}
\frac{G}{G_0}=1-R(X),\qquad X=\frac{\hbar\omega_{\max}}{k_BT}.
\end{equation}
The loss is exponentially small when $k_BT$ is much smaller than $\hbar\omega_{\max}$.

Q: Show me with numbers. I do not know what ``much smaller'' means here.

A: Take the chain with top frequency $2$ THz, for which $\hbar\omega_{\max}/k_B=95.985$ K. At $10$ K this gives $X=9.5985$, and the first term of (\ref{eq:R}) suffices:
\begin{equation}
R\approx0.30396\times6.783\times10^{-5}\times(92.13+19.20+2)=0.00234 .
\end{equation}
Hence $G/G_0=0.99766$ and $G=9.442$ pW/K. A tenth of the top energy is thus low enough for an error of a quarter of a per cent of $G_0$. At $30$ K the ratio is $0.762$, and at $100$ K it is $0.284$. These values come from quadrature of the Bose functions over the band, and (\ref{eq:R}) was tested against them.

Q: At $100$ K almost three quarters of your quantum is missing. Does the chain conduct worse when it is hot?

A: No. Its conductance still rises, from $21.63$ pW/K at $30$ K to $26.93$ pW/K at $100$ K. It is $G_0$, growing in proportion to $T$, that runs away from it. Once every mode of the band is warm there is nothing new to excite. This holds for the harmonic model; in a real wire the waves scatter off one another more strongly when it is hot, and the conductance of a long wire can then fall. To see the limit, write the weight as
\begin{equation}
\frac{x^2e^x}{(e^x-1)^2}=\left(\frac{x/2}{\sinh(x/2)}\right)^2\approx1-\frac{x^2}{12}
\end{equation}
for small $x$, from $\sinh y\approx y(1+y^2/6)$. Integrating from $0$ to $X$ gives
\begin{equation}
G\approx\frac{k_B^2T}{h}\left(X-\frac{X^3}{36}\right)
=k_B\frac{\omega_{\max}}{2\pi}\left(1-\frac{X^2}{36}\right).
\end{equation}
The high-temperature limit is $k_B$ times the top frequency, here $27.61$ pW/K. It contains no $h$, as a classical result should not, but it does contain a property of the chain. At $100$ K, $X=0.9598$, and the bracket brings the estimate to $26.91$ pW/K, close to the value $26.93$ pW/K found by quadrature.

Q: You also insist that the branch be gapless. A branch starting at some frequency $\omega_g$ has the same infinite range above it. Why should it not give the same quantum?

A: The thermal weight sits at low frequency, and a gap removes that part first. With $\mathcal T=1$ above the gap, what remains is the upper share,
\begin{equation}
\frac{G}{G_0}=R\!\left(\frac{\hbar\omega_g}{k_BT}\right).
\end{equation}
For a gap at $0.5$ THz this is $0.370$ at $10$ K, where $X=2.400$, and $3.18\times10^{-4}$ at $2$ K, where $X=11.998$. Cooling brings a band with an upper end closer to the quantum, while it shuts a gapped branch off exponentially. This is also why branches can be counted at low temperature: independent gapless branches with perfect transmission contribute $G_0$ each, and gapped ones drop out.

Q: Next, perfect transmission. Put one wrong atom in the chain and I suspect your universality is finished.

A: Let the atom at site $0$ have mass $(1+\varepsilon)m$ and leave all the springs alone. With time factor $e^{-i\omega t}$, send a wave in from the left:
\begin{equation}
u_j=\begin{cases}e^{iqja}+r\,e^{-iqja},&j\le0,\\ t\,e^{iqja},&j\ge0.\end{cases}
\end{equation}
Both lines describe the same atom at $j=0$, so $1+r=t$. The equation of motion of that atom is
\begin{equation}
(1+\varepsilon)m\omega^2t=K\bigl(2t-e^{-iqa}-r\,e^{iqa}-t\,e^{iqa}\bigr).
\end{equation}
Put $r=t-1$ and use $e^{iqa}-e^{-iqa}=2i\sin qa$:
\begin{align}
(1+\varepsilon)m\omega^2t&=K\bigl(2t-2t\,e^{iqa}+2i\sin qa\bigr)\nonumber\\
&=2K(1-\cos qa)\,t+2iK\sin qa\,(1-t).
\end{align}
The first term on the right is $m\omega^2t$ and cancels against the left side. What remains is $\varepsilon m\omega^2t=2iK\sin qa\,(1-t)$, or
\begin{equation}
t=\frac{1}{1-i\varepsilon\,\dfrac{m\omega^2}{2K\sin qa}}
=\frac1{1-i\varepsilon\tan(qa/2)} .
\end{equation}
The last step uses $m\omega^2=4K\sin^2(qa/2)$ and $\sin qa=2\sin(qa/2)\cos(qa/2)$. The chain is the same on both sides, so the transmitted power fraction is $|t|^2$. With $s=\omega/\omega_{\max}=\sin(qa/2)$,
\begin{equation}
\mathcal T=\frac1{1+\varepsilon^2\tan^2(qa/2)}=\frac{1-s^2}{1-s^2+\varepsilon^2s^2}.
\label{eq:defect}
\end{equation}

Q: So $\mathcal T$ is below one everywhere except at zero frequency, and the quantum is lost.

A: It is reduced, and it comes back on cooling. A long wave moves many atoms together and hardly notices one extra mass, so $\mathcal T\to1$ as $\omega\to0$. For a doubled mass, $\varepsilon=1$, equation (\ref{eq:defect}) becomes $\mathcal T=1-s^2$. With $s=x/X$ and $X$ large, the lost fraction of $G_0$ is
\begin{equation}
\frac3{\pi^2}\,\frac1{X^2}\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx
=\frac3{\pi^2}\,\frac{24}{X^2}\sum_{n=1}^\infty\frac1{n^4}
\approx\frac{7.90}{X^2}.
\end{equation}
Here each term of the series is $n\int_0^\infty x^4e^{-nx}dx=24/n^4$, and the sum is $1+\frac1{16}+\frac1{81}+\dots\approx1.0823$. At $1$ K, where $X=95.98$, the loss is $8.6\times10^{-4}$, and the quadrature over the band gives $G/G_0=0.99914$. At $10$ K the estimate is $0.914$ and the quadrature gives $0.915$. At $30$ K the defect lowers the ratio from $0.762$ to $0.558$.

No defect can raise $G$ above the value of the perfect chain, since $\mathcal T\le1$ and the thermal weight is positive.

Q: Wave matching works for one atom. How would you treat a longer stretch of altered atoms?

A: By a Green function, which replaces the two endless leads by terms on the end atoms. Take three atoms, $j=1,2,3$, with masses $m_j$, between perfect leads. Divide the equations of motion by $K$ and write $\lambda=e^{iqa}$. On the right there is an outgoing wave alone, so $u_4=\lambda u_3$. On the left, let the incoming wave be $\lambda^j$. The reflected part is multiplied by the phase factor $\lambda$ for each step to the left, so
\begin{equation}
u_0=1+\lambda(u_1-\lambda)=\lambda u_1+1-\lambda^2 .
\end{equation}
Eliminating $u_0$ and $u_4$ leaves three equations,
\begin{equation}
\begin{pmatrix}d_1+\lambda&1&0\\1&d_2&1\\0&1&d_3+\lambda\end{pmatrix}
\begin{pmatrix}u_1\\u_2\\u_3\end{pmatrix}
=-(1-\lambda^2)\begin{pmatrix}1\\0\\0\end{pmatrix},
\qquad d_j=\frac{m_j\omega^2}{K}-2 .
\end{equation}
The inverse of the matrix is the Green function $g$ of the three atoms. Then $u_3=-(1-\lambda^2)\,g_{31}$. Since $|1-\lambda^2|=|\lambda^{-1}-\lambda|=2\sin qa$,
\begin{equation}
\mathcal T=|u_3|^2=(2\sin qa)^2\,|g_{31}|^2 .
\end{equation}
A longer stretch needs a larger matrix and nothing else. For three equal atoms the inversion gives $\mathcal T=1.000000$ at $s=0.1$, $0.5$ and $0.9$. With the middle mass doubled it gives $0.99$, $0.75$ and $0.19$, as $1-s^2$ requires.

Q: All of this uses the Landauer picture, with waves launched independently by reservoirs. Can you get the current without that picture?

A: Yes, by following the motion of a finite chain. Take two separate half-chains of $300$ atoms, each held at its outer end and free at its inner end. Prepare them in quantum thermal equilibrium at two temperatures, then connect the inner ends with a spring like all the others. The equations of motion are linear, so the mean products of positions and velocities can be computed at any later time from the normal modes of the joined chain. The new spring receives power from the atom on its left and delivers power to the atom on its right; the two differ by the rate at which the spring itself stores energy. The current is taken as the expectation value of half their sum, which is the spring force times the average velocity of the two atoms. No transmission, no reservoir and no Bose-weighted integral over a current enters.

Let $\omega_0=\sqrt{K/m}$ and $k_BT=\theta\hbar\omega_0$. Inserting this in the formula for $J$ and using $h=2\pi\hbar$,
\begin{equation}
J=\frac{\pi^2\hbar^2\omega_0^2}{6\cdot2\pi\hbar}(\theta_L^2-\theta_R^2)
=\frac{\pi}{12}\,\hbar\omega_0^2\,(\theta_L^2-\theta_R^2).
\end{equation}
For $\theta_L=0.10$ and $\theta_R=0.05$ this is $1.9635\times10^{-3}\,\hbar\omega_0^2$. The top of the band lies at $X=20$ for the warmer half, so its effect is negligible.

Q: Your half-chains are finite. They will cool, and waves will bounce off the walls.

A: They will, so one must look early enough. The fastest waves cover one spacing in a time $1/\omega_0$. Waves that cross the junction need at least $600/\omega_0$ to reach the far wall and return. I average the current over $81$ equally spaced times between $200/\omega_0$ and $400/\omega_0$. The result is $1.9756\times10^{-3}\,\hbar\omega_0^2$, which is $1.00616$ times the formula. The test allowed a deviation of one per cent.

Q: Where does the remaining $0.6$ per cent come from?

A: Mainly from the sampling. The sudden joining stores about $23\,\hbar\omega_0$ in the new spring, and the chain keeps ringing: between $200/\omega_0$ and $400/\omega_0$ the instantaneous current swings between about $0.5$ and $1.5$ times the formula. Only its time average is to be compared, and $81$ times are a coarse sample. With $128$ times the ratio is $1.0015$, and with a step of $0.4/\omega_0$ it is $0.9995$. The dynamics therefore supports the formula for the averaged current, to a few parts in a thousand.

Q: And a real wire? It is not a row of atoms.

A: The chain's top frequency of $2$ THz, spacing of $0.5$ nm and sound speed of $3142$ m/s are of the order found in solids, but a single row of atoms is far from a typical device. A suspended insulating beam has four gapless branches: one of stretching, one of twisting and two of bending. If all four were perfectly transmitted, the low-temperature conductance would be $4G_0$, or $0.379$ pW/K at $0.1$ K. The other branches must be frozen out. For a beam $100$ nm wide and a sound speed of $5000$ m/s, they begin roughly where half a wavelength fits across the width, at the frequency $5000/(2\times10^{-7})$ Hz $=25$ GHz, which corresponds to about $1.2$ K. In a beam of square section the lowest of these branches are shear waves, so the shear speed is the one to use. If $5000$ m/s is the longitudinal speed and the Poisson ratio is $0.25$, they begin at $0.69$ K, and the gapped branches add about $1.4$ per cent to $4G_0$ at $0.1$ K and about $28$ per cent at $0.2$ K. Such a beam must therefore be at about $0.1$ K or below. The assumption most at risk is the reflectionless contact. A wide, heavy block joined abruptly to a thin beam acts on long waves almost like a clamp, and a clamp reflects. Unlike the single heavy atom, such a contact does not become transparent on cooling; it becomes more opaque. For a chain joined to one surface atom of a cubic block of the same atoms and springs, with one displacement per atom, the transmission falls as $\omega^2$ at low frequency. As a separate and purely illustrative case, if one contact passed $80$ per cent of the power at all thermal frequencies and the other were perfect, the conductance would be $80$ per cent of the ideal value; two imperfect contacts need the transmission $\mathcal T$ of the whole structure. Contacts that widen gradually over more than a thermal wavelength reduce this loss. That wavelength grows on cooling ($hv/k_BT$ is $2.4\,\mu$m at $0.1$ K for $5000$ m/s), so a given taper helps only down to some temperature. Rough surfaces also scatter waves back.

Q: Then what would I have to verify before using $G_0$ for one branch?

A: That the branch reaches down to zero frequency, that its upper end lies above about ten times $k_BT$ if an error of a quarter of a per cent is acceptable, and that conductor and contacts transmit fully over the thermal range. The speed of sound does not enter $G_0$, but in a real wire it sets the onset of the gapped branches and the thermal wavelength, and so the temperature range in which these conditions can hold. The numerical output below gives the values for the model branches and the chain.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Planck constant h = 6.62607015e-34 J s
Boltzmann constant kB = 1.380649e-23 J/K
integral of x^2 e^x/(e^x-1)^2 by quadrature = 3.28986813
pi^2/3 = 3.28986813
2 * sum of 1/n^2 up to n = 10: 3.099535
2 * sum of 1/n^2 up to n = 1000: 3.287869
G0 at 1 K = 0.94643 pW/K
G0 at 10 K = 9.46431 pW/K
J between 12 K and 8 K, quadrature = 37.8572 pW
J between 12 K and 8 K, formula = 37.8572 pW
ring length = 1.0 mm, ring temperature = 1.0 K
linear branch: speed = 5000 m/s
quadratic branch: w/q^2 = 2.5e-05 m^2/s
chain: top frequency = 2.0 THz, spacing = 0.5 nm
chain: sound speed = 3142 m/s
ring mode sum, linear: G = 0.94640 pW/K
ring mode sum, quadratic: G = 0.94643 pW/K
ring mode sum, lattice chain: G = 0.94641 pW/K
Green function at w/w_top = 0.1: transmission uniform 1.000000, double mass 0.990000
Green function at w/w_top = 0.5: transmission uniform 1.000000, double mass 0.750000
Green function at w/w_top = 0.9: transmission uniform 1.000000, double mass 0.190000
hbar w_top / kB = 95.985 K
chain at 1 K: X = 95.9849, G = 0.9464 pW/K, G/G0 = 1.00000, with double mass G/G0 = 0.99914
chain at 10 K: X = 9.5985, G = 9.4422 pW/K, G/G0 = 0.99766, with double mass G/G0 = 0.91496
chain at 30 K: X = 3.1995, G = 21.6259 pW/K, G/G0 = 0.76167, with double mass G/G0 = 0.55754
chain at 100 K: X = 0.9598, G = 26.9253 pW/K, G/G0 = 0.28449, with double mass G/G0 = 0.19158
gapped branch: lowest frequency = 0.5 THz
gapped branch at 2 K: X = 11.9981, G/G0 = 3.1801e-04
gapped branch at 10 K: X = 2.3996, G/G0 = 3.6996e-01
joined half-chains: 300 atoms each, kB T/(hbar w0) = 0.10 and 0.05, w0 = sqrt(spring/mass)
current from exact dynamics = 1.975597e-03 hbar w0^2
current from the formula = 1.963495e-03 hbar w0^2
ratio dynamics/formula = 1.00616
\end{verbatim}
